# Electron dressing when the adiabatic polaron equations give no localised state, part 2

A code for the adiabatic polaron equations, run on a $40^3$ grid (periodic cube, $L=40a$), finds only the uniform state, with zero displacements and zero energy. The questioner asks whether the electron is undressed, and whether the Pekar energy should be added to the Fan-Migdal shift. The crystal has $m=0.3\,m_e$, $\hbar\omega=50$ meV, $\epsilon_\infty=4$, $\epsilon_s=10$, $a=4$ Å.

Energy is in $\hbar\omega$ and length in $l=\sqrt{\hbar/2m\omega}$, so $\varepsilon_k=k^2$. Phonons $a_{\mathbf q}$ have $\mathbf q=2\pi\mathbf n/L\neq0$ and coupling $g_q>0$:

$$g_q^2=\frac{4\pi\alpha}{L^3q^2},\qquad\alpha=\frac{e^2}{8\pi\epsilon_0\kappa\,l\,\hbar\omega},\qquad\frac1\kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_s}.$$

**Adiabatic energy.** A product state with orbital $\psi$ and density $\rho=|\psi|^2$ has $E_{\rm ad}=T-\alpha W_L$, where $T=\int|\nabla\psi|^2$ and $W_L$ is the Coulomb integral of $\rho$ ($W$ for $L\to\infty$). Under $\psi_s=s^{3/2}\psi(s\mathbf r)$ the infinite-crystal energy is $s^2T-s\alpha W$. Its minimum, the Pekar state, has $E=-c_P\alpha^2$, $c_P=0.10851$, $2T=\alpha W$, $E=-T$ and $\langle r^2\rangle=21.48/\alpha^2$. In a finite cell $E_{\rm ad}=\alpha^2F(\alpha L)$, and

$$E_{\rm ad}\ge T\,(1-\alpha LZ_4/3\pi^3),\qquad Z_4=\sum_{\mathbf n\ne0}|\mathbf n|^{-4}=16.5323.$$

The large-$L$ formula for the localised state, with $\xi=2.83730$, is

$$E_{\rm ad}\simeq-c_P\alpha^2+\frac{\alpha\xi}{L}-\frac{4\pi\alpha\langle r^2\rangle}{3L^3}.$$

Numerically, the localised state is last found at $\alpha L=23.5$, is lost at $23.0$, and has negative energy above about $24.5$. The uniform state becomes linearly unstable at $\alpha L=\pi^3$.

**Dynamic energy.** At zero total momentum, with $a_{\mathbf q}$ now describing displacement relative to the electron, exactly

$$H_{0}=\mathbf P^2+\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}+\sum_{\mathbf q}g_q\left(a_{\mathbf q}+a^\dagger_{\mathbf q}\right),$$

$$\mathbf P^2=\sum_{\mathbf q\mathbf q'}\mathbf q\cdot\mathbf q'\,a^\dagger_{\mathbf q}a^\dagger_{\mathbf q'}a_{\mathbf q'}a_{\mathbf q}+\sum_{\mathbf q}q^2a^\dagger_{\mathbf q}a_{\mathbf q}.$$

The Lee-Low-Pines coherent state, $a_{\mathbf q}|\chi\rangle=f_q|\chi\rangle$ with $f_q=-g_q/(1+q^2)$, gives

$$E_2=-\sum_{\mathbf q\ne0}\frac{g_q^2}{1+q^2}\equiv-\alpha\,s(L),$$

$$s(L)=1-\frac\xi L+\frac{4\pi}{L^3}-\sum_{\mathbf n\ne0}\frac{e^{-L|\mathbf n|}}{L|\mathbf n|}.$$

The exact ground energy therefore obeys $E_0\le-\alpha s(L)$.

### Relation to the Fan-Migdal shift, mass and phonon number

Second-order perturbation theory for the state $|\mathbf k;0\rangle$ passes through $|\mathbf k-\mathbf q;1_{\mathbf q}\rangle$, with excitation energy $1+|\mathbf k-\mathbf q|^2-k^2=1+q^2-2kq\mu$, where $\mu$ is the cosine between $\mathbf k$ and $\mathbf q$. This is the Fan-Migdal self-energy of an empty band at zero temperature evaluated at the bare energy $\varepsilon_k$. For $L=\infty$, the angular average being $\tfrac12\int d\mu$,

$$\Sigma(k)=-\frac\alpha\pi\int_{-1}^1d\mu\int_0^\infty\frac{dq}{1+q^2-2kq\mu}.$$

Negative $\mu$ is equivalent to negative $q$, so the domain becomes $0<\mu<1$, $-\infty<q<\infty$. The denominator is $(q-k\mu)^2+1-k^2\mu^2$, and for $k<1$, below the phonon emission threshold, the $q$ integral is $\pi/\sqrt{1-k^2\mu^2}$. Then

$$\Sigma(k)=-\alpha\int_0^1\frac{d\mu}{\sqrt{1-k^2\mu^2}}=-\alpha\,\frac{\arcsin k}{k}=-\alpha\left(1+\frac{k^2}6+\dots\right).$$

At $k=0$ this is $E_2$: the second-order shift is also a variational bound. The dispersion $k^2(1-\alpha/6)$ gives $m^*/m=1+\alpha/6$ to first order in $\alpha$. To the same order the phonon number is $\sum f_q^2=(2\alpha/\pi)\int_0^\infty dq/(1+q^2)^2=(2\alpha/\pi)(\pi/4)=\alpha/2$, the integral becoming $\int_0^{\pi/2}\cos^2\theta\,d\theta$ under $q=\tan\theta$.

### The true $\alpha^2$ term

Put $a_{\mathbf q}=b_{\mathbf q}+f_q$. In $\sum(1+q^2)a^\dagger a+\sum g(a+a^\dagger)$ the terms linear in $b$ have coefficient $(1+q^2)f_q+g_q=0$, leaving $E_2+\sum(1+q^2)b^\dagger b$. The quartic term, acting on the $b$ vacuum, replaces $a_{\mathbf q'}a_{\mathbf q}$ by $f_{q'}f_q$ and gives $\sum\mathbf q\cdot\mathbf q'f_qf_{q'}(b^\dagger_{\mathbf q}+f_q)(b^\dagger_{\mathbf q'}+f_{q'})|0\rangle$. The parts with one or no $b^\dagger$ contain $\sum\mathbf qf_q^2=0$. What remains is a two-phonon state of order $g^2$, and it is the only link out of the vacuum, so the leading correction is second order in it. An unordered pair $\mathbf q\neq\mathbf q'$ occurs twice in the sum and has amplitude $2\,\mathbf q\cdot\mathbf q'f_qf_{q'}$; its square, counted as half of the ordered double sum, carries the factor $4/2=2$. The diagonal state has amplitude $\sqrt2\,q^2f_q^2$, which again gives 2. The unperturbed energy of the pair is $2+|\mathbf q+\mathbf q'|^2$. Hence

$$E_4=-2\sum_{\mathbf q\mathbf q'}\frac{(\mathbf q\cdot\mathbf q')^2f_q^2f_{q'}^2}{2+|\mathbf q+\mathbf q'|^2}.$$

For $L=\infty$ each sum gives $(2\alpha/\pi)\int dq/(1+q^2)^2$ with an angular average. With $A=2+q^2+q'^2$ and $B=2qq'$, division gives $\mu^2/(A+B\mu)=\mu/B-A/B^2+A^2/[B^2(A+B\mu)]$, whose average over $\mu$ is $(A^2/B^3)\,\mathrm{artanh}(B/A)-A/B^2$. So $E_4=-c_2\alpha^2$ with

$$c_2=\frac8{\pi^2}\int_0^\infty\!\!\int_0^\infty\frac{q^2q'^2\,dq\,dq'}{(1+q^2)^2(1+q'^2)^2}\left[\frac{A^2}{B^3}\mathrm{artanh}\frac BA-\frac A{B^2}\right]=0.01592$$

by quadrature. The weak-coupling series is $E_0=-\alpha-0.0159\,\alpha^2+O(\alpha^3)$, and $c_P$ does not appear in it. The sum $-\alpha-c_P\alpha^2$ has an $\alpha^2$ coefficient $0.10851/0.01592=6.8$ times too large.

The correct combined statement for the infinite crystal is $E_0\le\min(-\alpha,-c_P\alpha^2)$: two upper bounds from two different trial states. Their ratio is $c_P\alpha$, so $-\alpha$ is the lower for $\alpha<1/c_P=9.215$. That value marks where one bound overtakes the other; the exact energy lies at or below both, and the crossing of two bounds does not imply a transition in it. For $\alpha<9.215$ the Pekar state exists mathematically but is the poorer trial state. As a heuristic, a static distortion needs an electron faster than the lattice, and the kinetic energy $T=c_P\alpha^2$ of the Pekar state falls below $\hbar\omega$ at small $\alpha$.

In physical units, inserting $l^2=\hbar/2m\omega$ into $\alpha^2\hbar\omega$ gives $me^4/(32\pi^2\epsilon_0^2\hbar^2\kappa^2)=(m/m_e)\,\mathrm{Ry}/\kappa^2$, independent of $\omega$. The adiabatic energy does not know the phonon frequency, while $\alpha\hbar\omega\propto\sqrt\omega$ vanishes for infinitely heavy ions. The dynamic bound is negligible beside the adiabatic one only when $c_P\alpha\gg1$, which at fixed $m$ and $\kappa$ is this limit of heavy ions.

### Your numbers

With $1/\kappa=1/4-1/10=0.150$, the definitions give $l=15.94$ Å and $\alpha=1.3553$.

In the infinite crystal the dynamic shift is $-1.3553\times50=-67.76$ meV and the adiabatic energy is $-0.10851\times1.3553^2\times50=-9.97$ meV, a ratio of $c_P\alpha=0.147$. The next order is $-0.01592\times1.3553^2\times50=-1.46$ meV, so the series through $\alpha^2$ gives $-69.2$ meV, with the $\alpha^3$ term not computed. Adding the Pekar energy instead would give $-67.76-9.97=-77.7$ meV, which is $8.5$ meV, or 12 percent of $69.2$ meV, too low relative to that series. To first order the mass is $1+1.3553/6=1.23$ times the band mass and the phonon number is $1.3553/2=0.68$; corrections of order $\alpha^2$ to these two were not evaluated, and they are not small for the mass: inverting the dispersion $k^2(1-\alpha/6)$ without expanding gives $1/(1-\alpha/6)=1.29$, which differs from $1.23$ only at order $\alpha^2$. Both numbers are infinite-crystal values. Summed over your $40^3$ grid, the phonon number is $0.24\,\alpha$ instead of $0.5\,\alpha$, and the small-$k$ mass coefficient is $0.150$ instead of $1/6$. Doubling $\hbar\omega$ moves the dynamic shift to $-67.76\sqrt2=-95.83$ meV and leaves $-9.97$ meV unchanged.

The Pekar state has rms radius $\sqrt{21.48}/1.3553\times15.94=54.5$ Å, and its energy turns negative at $L=24.46/1.3553\times15.94\approx288$ Å, about 72 lattice constants.

Your cell has $L=160/15.94=10.04$ and $\alpha L=13.61$, well below 23. Plane-wave minimisation of the continuum functional from three Gaussian starts returns the uniform state with zero energy, as your code does. In the same cell $s=1-2.8373/10.039+4\pi/10.039^3=1-0.2826+0.0124=0.7298$, the image sum being below the last digit, and the dynamic energy is $-67.76\times0.7298=-49.45$ meV.

A $100^3$ cell has $L=25.098$ and $\alpha L=34.02$ and does localise. The large-$L$ formula in scaled form is $-0.10851+2.8373/34.02-4\pi\times21.48/(3\times34.02^3)=-0.10851+0.08340-0.00229=-0.02740$, which times $1.3553^2\times50$ meV is $-2.52$ meV, equal to the minimised value to the digits shown. There $s=0.8877$ and the dynamic energy is $-60.16$ meV. The appearance of the localised solution signals a gain of $2.5$ meV in a cell where the exact energy is already known to be at or below $-60$ meV.

These are continuum values. A lattice cuts the integral for $s$ at about $q_c=\pi l/a=12.5$, and a spherical cut there would remove $(2/\pi)\int_{q_c}^\infty dq/q^2=2/\pi q_c\approx0.05$ of $\alpha\hbar\omega$. The cubic zone contains that sphere and reaches further toward its edges and corners, which lowers the loss to about $0.042$. That is roughly 4 percent of the infinite-crystal shift and $0.042/0.73\approx6$ percent of the shift in your cell, so a lattice code should match to about that level and not to the digits shown.

A truncation small enough to diagonalise numerically makes the same point without perturbation theory. Keep only the six shortest $\mathbf q$ of your cell, $q=2\pi/10.039=0.6259$. The inequality above holds with $Z_4$ replaced by 6, so $E_{\rm ad}=0$ is proven for $\alpha L<\pi^3/2=15.50$, which includes $13.61$. Here $g^2=4\pi\times1.3553/(10.039^3\times0.6259^2)=0.04297$ and $1+q^2=1.392$, so $f_q=-0.149$ and $E_2=-6\times0.04297/1.392\times50=-9.26$ meV. Diagonalising $H_0$ with up to eight phonons gives $-9.298$ meV, equal to $E_2+E_4=-9.263-0.035$ meV, and a displacement in the electron's frame of $-0.1501$ against $f_q=-0.1490$. At $\alpha=10$ the diagonalised energy is $-1.4031\,\hbar\omega$ with eight phonons and $-1.4032\,\hbar\omega$ with eleven, below the bound $-1.3669\,\hbar\omega$. The numerical check asserts the lattice sums, the virial and scaling relations, the large-$L$ formula, the root at $\pi^3$, the inequality on every relaxed state, $\Sigma(k)$, $c_2$, and in the six-mode model the bound and the small-$\alpha$ limits of $E_4$ and $f_q$.

### Where the argument changes

The existence of a localised solution at every $\alpha$ relies on the long range of the coupling: with $g_q^2\propto1/q^2$ the gain is linear in $s$ and outweighs the quadratic cost for large states. For a coupling independent of $q$, the gain is $\lambda\int\rho^2$ with a constant $\lambda>0$, which scales as $s^3$ in three dimensions. Then $s^2T-s^3\lambda\int\rho^2$ is positive for small $s$, so large localised states cost energy, and with $s$ limited by the lattice a weak coupling can leave the uniform state lowest in any cell. Absence of a solution can then be intrinsic, but the inference to an undressed electron still fails. Mix the band-edge state with amplitude $\eta$ of one state $|-\mathbf q;1_{\mathbf q}\rangle$ of excitation energy $\Delta>0$ and matrix element $g\ne0$: the energy $(2g\eta+\Delta\eta^2)/(1+\eta^2)$ is negative for small $\eta$ of sign opposite to $g$, for any band shape. The specific values $-\alpha$, $1/6$ and $c_2$, and the Lee-Low-Pines bound in the form $-\alpha s(L)$, use the parabolic isotropic band, the single dispersionless mode, linear coupling, zero temperature and one carrier. In a real crystal interband terms, the Debye-Waller term and free-carrier screening alter the shift and lie outside this model.

For your test, compute $\alpha L$ before interpreting a null result, remove the $\alpha\xi/L$ term when extrapolating in $1/L$ the dynamic energy or the adiabatic energy of a localised solution, and at $\alpha$ near 1 take the energy and the first-order mass from the dynamic self-energy evaluated at the bare band energy, as in $\Sigma(k)$ above. The choice of energy matters: at $k=0$ and $L=\infty$ the same integral at energy $E$ is $-\alpha/\sqrt{1-E}$, and solving $E=-\alpha/\sqrt{1-E}$ for your parameters gives $-48.3$ meV, which lies above the variational bound of $-67.76$ meV and is therefore too high.

## Table of computed values

```
Madelung xi = 2.83730 
Z4 = 16.5323 
Pekar cP = 0.10851 hw
Gaussian 1/(3 pi) = 0.10610 hw
Pekar T at alpha=1 = 0.10852 hw
Pekar W at alpha=1 = 0.21703 1/l
Pekar eigenvalue at alpha=1 = -0.32555 hw
Pekar <r^2> at alpha=1 = 21.48 l^2
E plane waves, alpha=1, L=48 = -0.05022 hw
E large-L formula = -0.05022 hw
proven uniform below alpha L = 5.626 l
first uniform result, alpha L = 23.0 l
last localised result, alpha L = 23.5 l
crossing E=0, alpha L = 24.46 l
peak/mean density at crossing = 46.2 
linear instability, alpha L = 31.006 l
shift coefficient = 1.00000 hw
mass coefficient = 0.1667 
phonon number coefficient = 0.5000 
c2 = 0.01592 hw
crossover alpha* = 1/cP = 9.215 
inputs: m = 0.3 me, hw = 50.0 meV, eps_inf = 4.0, eps_s = 10.0, a = 4.0 A
1/kappa = 0.150 
alpha = 1.3553 
l = 15.94 A
dynamic -alpha hw = -67.76 meV
adiabatic -cP alpha^2 hw = -9.97 meV
ratio cP alpha = 0.1471 
next order -c2 alpha^2 hw = -1.46 meV
weak coupling through alpha^2 = -69.23 meV
m*/m first order = 1.226 
phonon number = 0.678 
Pekar rms radius = 54.5 A
hw doubled: dynamic = -95.83 meV
hw doubled: adiabatic = -9.97 meV
critical side = 288 A
critical side = 71.9 cells
40^3: L = 10.039 l
40^3: alpha L = 13.61 l
40^3: largest |E adiabatic| = 0.000000 meV
40^3: s(L) = 0.7298 
40^3: dynamic = -49.45 meV
100^3: L = 25.098 l
100^3: alpha L = 34.02 l
100^3: E adiabatic = -2.52 meV
100^3: large-L formula = -2.52 meV
100^3: s(L) = 0.8877 
100^3: dynamic = -60.16 meV
six modes: q = 0.6259 1/l
six modes: proven uniform below alpha L = 15.50 l
six modes: exact = -9.298 meV
six modes: E2 = -9.263 meV
six modes: E4 = -0.035 meV
six modes: <a_q> exact = -0.1501 
six modes: f_q = -0.1490 
six modes, alpha=10: exact = -1.4031 hw
six modes, alpha=10: bound = -1.3669 hw
```
